# Resolving the Kohn anomaly of a metallic nanotube: k-grid and smearing

## Two grids, two phonons

A model metallic tube is treated with 30 and then with 31 k-points along its axis, at an electronic temperature of 30 K. In linear response, the same optical phonon comes out at 52.6 meV on the first grid and at 191.1 meV on the second. The converged static value is 184.6 meV. One added point thus moves the result by about 138 meV, and neither grid is right.

The explanation needs the low-temperature form of the anomaly and the error of a discrete k-sum. The first correction to that form is derived as well, since it shows how the dip depends on temperature away from its centre. Throughout, $\tau=k_BT$ is the thermal energy, and also the width of the Fermi-Dirac smearing in a calculation.

## The model and its coupling

In an armchair tube with nearest-neighbour hopping $t$, the metallic bands have zero angular momentum about the axis. Their amplitude is equal on all equivalent atoms of a ring, so they reduce to a ladder with one A and one B site per ring. The ring spacing is $b=a/2$, where $a$ is the tube period. Each A site couples to B on its own ring and on both neighbouring rings. Electrons are independent and the band is half filled, with the Fermi level at zero.

The phonon moves A against B along the axis. To first order it changes the two slanted hoppings by fractions $+x$ and $-x$:
$$H_{AB}=-t\,[1+(1+x)e^{ikb}+(1-x)e^{-ikb}]=-\varepsilon_k-2itx\sin kb,$$
with $\varepsilon_k=t(1+2\cos kb)$. The energies are $\pm E_k$, where $E_k^2=\varepsilon_k^2+4t^2x^2\sin^2kb$. At $x=0$ the bands cross at $kb=\pm2\pi/3$, with slope $\hbar v=2tb\sin(2\pi/3)=\sqrt3\,tb$. The displacement opens a gap there.

A pair of levels $\pm E$ contributes $-2\tau\ln[2\cosh(E/2\tau)]$ to the free energy per spin, and the derivative of this with respect to $E$ is $-\tanh(E/2\tau)$. Since $E_k\simeq|\varepsilon_k|+2t^2x^2\sin^2kb/|\varepsilon_k|$, the second derivative with respect to $x$ at $x=0$ is $-4t^2\sin^2kb\,\tanh(|\varepsilon_k|/2\tau)/|\varepsilon_k|$. This has a finite limit at the crossing. With two spins, the stiffness lost per ring is
$$\kappa=2b\int_{-\pi/b}^{\pi/b}\frac{dk}{2\pi}\,4t^2\sin^2kb\,\frac{\tanh(|\varepsilon_k|/2\tau)}{|\varepsilon_k|}\equiv\frac{4\sqrt3}{\pi}\,t\,\ell .$$
The last equality defines the dimensionless depth $\ell$. Let $K$ be the stiffness per ring from everything else, and $\Omega$ the frequency it alone would give. Since $\omega^2$ is proportional to stiffness,
$$\omega^2=\Omega^2(1-\lambda\ell),\qquad \lambda=\frac{4\sqrt3\,t}{\pi K}. \tag{1}$$

## The cutoff of the logarithm

At zero temperature $\tanh\to1$ and the integral diverges logarithmically at the crossing. To find the constant beside the logarithm, exclude $|\varepsilon|<\delta$ with $\delta\ll t$. Put $\theta=kb$ and $\alpha=2\pi/3$, so that $\varepsilon=2t(\cos\theta-\cos\alpha)$. Using the symmetry $\theta\to-\theta$,
$$\kappa=\frac{4t}{\pi}J,\qquad J=\int_0^\pi d\theta\,\frac{\sin^2\theta}{|\cos\theta-\cos\alpha|}.$$
Split the numerator as $\sin^2\theta=\sin^2\alpha-(\cos\theta-\cos\alpha)(\cos\theta+\cos\alpha)$. The first part needs
$$\int\frac{d\theta}{\cos\theta-\cos\alpha}=\frac1{\sin\alpha}\ln\left|\frac{\sin\frac{\alpha+\theta}2}{\sin\frac{\alpha-\theta}2}\right| .$$
The excluded energy window is the angular window $|\theta-\alpha|<u$ with $u=\delta/(2t\sin\alpha)=\delta/(\sqrt3t)$. Each side of it gives $\sin\alpha\,\ln(2\sin\alpha/u)$, because the primitive vanishes at both $\theta=0$ and $\theta=\pi$. The second part is regular:
$$-\int_0^\alpha(\cos\theta+\cos\alpha)\,d\theta+\int_\alpha^\pi(\cos\theta+\cos\alpha)\,d\theta=-2\sin\alpha+(\pi-2\alpha)\cos\alpha=-\sqrt3+\frac\pi6 .$$
Adding the parts,
$$J=\sqrt3\left[\ln\frac{3t}{\delta}-1+\frac{\pi}{6\sqrt3}\right]=\sqrt3\,\ln\frac{E_c}{\delta},\qquad E_c=3t\,e^{-1+\pi/(6\sqrt3)} .$$
Hence $\ell=\ln(E_c/\delta)$. For $\tau\ll t$, temperature matters near the crossing, where the bands are straight. The full band can then be replaced by linear bands with cutoff $E_c$.

## Finite wave number

Let the phonon have wave number $q$, and let $p$ be the midpoint of the two coupled electron states, measured from the crossing. With $E=\hbar vp$ and $\delta=\hbar vq/2$ from here on, the right-moving state has energy $E+\delta$ and the left-moving one $-E+\delta$. Static second-order response weights the pair by the difference of occupations over the difference of energies. From $f(\epsilon)=\frac12[1-\tanh(\epsilon/2\tau)]$,
$$\frac{f(\delta-E)-f(\delta+E)}{2E}=\frac{1}{4E}\left[\tanh\frac{E+\delta}{2\tau}+\tanh\frac{E-\delta}{2\tau}\right].$$
This is even in $E$. The normalization is fixed by $q=0$, where the integrand of $\ell$ over positive $E$ is $\tanh(E/2\tau)/E$:
$$\ell(q,T)=\int_0^{E_c}\frac{dE}{2E}\left[\tanh\frac{E+\delta}{2\tau}+\tanh\frac{E-\delta}{2\tau}\right]. \tag{2}$$
Changes of the matrix element, of order $(qb)^2$, are dropped.

## Leading logarithm and first correction

Let $w=-df/d\epsilon$ be the thermal weight, which is even and has unit area. Then $\frac{d}{dE}\tanh(E/2\tau)=2w(E)$. Integrate (2) by parts with $\int dE/E=\ln E$. The bracket vanishes at $E=0$ and equals 2 at the cutoff, up to exponentially small terms. Folding the two pieces onto the whole axis gives
$$\ell=\ln E_c-\int_{-\infty}^{\infty}d\epsilon\,w(\epsilon)\,\ln|\delta+\epsilon| . \tag{3}$$
Temperature therefore averages the zero-temperature logarithm over a window a few $\tau$ wide. For $\delta\gg\tau$ expand $\ln|\delta+\epsilon|=\ln\delta+\epsilon/\delta-\epsilon^2/2\delta^2+\dots$. The linear term averages to zero, and the mean of $\epsilon^2$ under $w$ is $\pi^2\tau^2/3$. So
$$\ell=\ln\frac{E_c}{\delta}+\frac{\pi^2\tau^2}{6\delta^2}+\dots\qquad(\delta\gg\tau). \tag{4}$$

For the region near $q=0$, use the expansion
$$\tanh\frac{\epsilon}{2\tau}=4\tau\sum_{n\ge0}\frac{\epsilon}{\epsilon^2+\omega_n^2},\qquad \omega_n=(2n+1)\pi\tau .$$
The difference $\ell(0)-\ell(q)$ converges without a cutoff. Each term requires the principal value
$$P\!\!\int_{-\infty}^{\infty}\frac{dE}{E}\,\frac{E+\delta}{(E+\delta)^2+\omega_n^2}=\mathrm{Re}\,P\!\!\int\frac{dE}{E\,(E+\delta+i\omega_n)}=\mathrm{Re}\,\frac{i\pi}{\delta+i\omega_n}=\frac{\pi\omega_n}{\delta^2+\omega_n^2}.$$
The contour is closed in the upper half plane, where the pole at $E=0$ on the axis counts half. The sign of $\delta$ does not matter. Extending (2) to the whole axis brings a factor $\frac12$, so
$$\ell(0)-\ell(q)=2\pi\tau\sum_n\left[\frac1{\omega_n}-\frac{\omega_n}{\omega_n^2+\delta^2}\right].$$
Set $y=\delta/2\pi\tau=\hbar vq/4\pi\tau$ and use $\psi(z)=-\gamma+\sum_n[\frac1{n+1}-\frac1{n+z}]$, with $\gamma$ Euler's constant:
$$\ell(0)-\ell(q)=\mathrm{Re}\,\psi(\tfrac12+iy)-\psi(\tfrac12)\equiv R(y). \tag{5}$$

The depth at $q=0$ follows by joining (4) and (5) at large $y$. There $\mathrm{Re}\,\psi(\frac12+iy)\to\ln y$. The series gives $\psi(\frac12)=-\gamma-2\sum_n[\frac1{2n+1}-\frac1{2n+2}]=-\gamma-2\ln2$. Then
$$\ell(0)=\ln\frac{E_c}{\delta}+\ln\frac{\delta}{2\pi\tau}+\gamma+2\ln2=\ln\frac{2e^\gamma E_c}{\pi\tau}. \tag{6}$$
The factor $2e^\gamma/\pi$ is 1.134. The depth is logarithmic in temperature for $\tau\ll t$. Equation (1) gives a real frequency as long as $1-\lambda\ell$ stays positive.

## What the width means

At small $q$, the sum in (5) is $\sum_n y^2/[\nu(\nu^2+y^2)]$ with $\nu=n+\frac12$, so the bottom of the dip is quadratic in $q$. At large $q$ the dip follows a logarithm, which has no width of its own. A natural scale is the knee $q_T$, where the zero-temperature value $\ln(2E_c/\hbar vq)$ equals the thermal depth (6):
$$q_T=\pi e^{-\gamma}\,\frac{k_BT}{\hbar v}=1.76\,\frac{k_BT}{\hbar v}. \tag{7}$$
In these terms (4) reads
$$\ell(0)-\ell(q)=\ln\frac q{q_T}-\frac{2\pi^2}{3}\left(\frac{k_BT}{\hbar vq}\right)^2+\dots$$
At the knee itself $\ell$ has dropped by 0.154. It has dropped by one at $5.79\,k_BT/\hbar v$. Both scales are proportional to $k_BT/\hbar v$, with prefactors of about 2 and 6. The point of half depth is not such a scale: by the logarithm it lies near $q_Te^{\ell(0)/2}$, which also depends on the depth itself.

The example uses $t=2.5$ eV, $a=0.25$ nm, $\hbar\Omega=200$ meV and $\lambda=0.02$, which are round parameters. They give $\hbar v=0.541$ eV nm and $E_c=3.73$ eV. At 300 K, $\tau=25.85$ meV and
$$\ell=\ln\frac{1.134\times3733}{25.85}=5.10,\qquad \hbar\omega=200\sqrt{1-0.02\times5.10}=189.5\ \text{meV}.$$
The knee is at $1.764\times0.02585/0.5413=0.084$ nm$^{-1}$, or 0.34 % of the zone length $2\pi/a$. A frozen-phonon supercell with this wavelength has about 298 periods. Linear response at a freely chosen $q$ avoids that cell, but resolving the rounded bottom of the dip still takes a few $q$-points within several $q_T$ of the centre.

The first correction can be seen at $q=8q_T$. The logarithm alone gives a drop of $\ln8=2.08$ and a phonon at 193.87 meV. The correction $-0.033$ brings this to 193.80 meV, and the full function gives 193.79 meV.

## The error of a k-grid

Take $N$ points in the zone $2\pi/a$. The energy spacing at the crossing is $h=\hbar v\,2\pi/(Na)$. Let $\phi$ be the offset of the crossing from a grid point, in units of the spacing. For a grid containing $k=0$, the crossing lies at $2N/3$ spacings. Hence $\phi=0$ if $N$ is divisible by 3, and $\phi=\pm\frac13$ otherwise.

At $q=0$ the grid replaces the integral of $g(E)=\tanh(E/2\tau)/2E$ over the whole axis by $h\sum_jg((j+\phi)h)$. Poisson summation gives the difference in terms of the Fourier transform $\hat g(s)=\int g\,e^{isE}dE$:
$$\Delta\ell=2\sum_{m\ge1}\cos(2\pi m\phi)\,\hat g(2\pi m/h).$$
From the expansion of $\tanh$, $g=2\tau\sum_n1/(E^2+\omega_n^2)$, so for $s>0$
$$\hat g(s)=2\tau\sum_n\frac{\pi}{\omega_n}e^{-\omega_ns}=\sum_n\frac{2\,e^{-(2n+1)\pi\tau s}}{2n+1}=\ln\coth\frac{\pi\tau s}{2}.$$
Define $r=e^{-2\pi^2\tau/h}$. The term $m=1$ is $4\cos(2\pi\phi)(r+r^3/3+\dots)$, and $m=2$ starts at $r^2$:
$$\Delta\ell=4\cos(2\pi\phi)\,r+4\cos(4\pi\phi)\,r^2+O(r^3). \tag{8}$$
The error is exponentially small once $h$ is below a few $\tau$, because the thermal step is smooth on that scale. To keep the leading term below $\eta$ for any offset, require $4r\le\eta$:
$$h\le\frac{2\pi^2k_BT}{\ln(4/\eta)},\qquad N\ge\frac{\hbar v\,\ln(4/\eta)}{\pi a\,k_BT}. \tag{9}$$
At the limit $r=\eta/4$, the second term of (8) can raise the total error above the target by a relative amount $\eta/4$.

The same grid serves every $q$. For $\delta\ne0$ the transform is a sum over the poles at $E=\mp\delta+i\omega_n$, where each $\tanh$ has residue $2\tau$:
$$\hat g_\delta(s)=i\pi\tau\sum_ne^{-\omega_ns}\left[\frac{e^{-is\delta}}{-\delta+i\omega_n}+\frac{e^{is\delta}}{\delta+i\omega_n}\right].$$
Each denominator has modulus at least $\omega_n$, so $|\hat g_\delta(s)|\le\hat g(s)$. Within linear bands, the error at any $q$ is bounded by the largest one at $q=0$.

For $\eta=0.05$ at 300 K,
$$N\ge\frac{0.5413\times4.382}{\pi\times0.25\times0.02585}=116.8 .$$
The grid with 117 points is divisible by 3 and has error $+0.0503$ in $\ell$. Here $4r=0.0497$, and $4r^2=0.0006$ supplies the rest. By (1) the phonon is lowered by $\hbar\Omega^2\lambda\,\Delta\ell/2\omega\simeq0.11$ meV. The requirement scales as $1/T$: 351 points at 100 K and 1169 at 30 K. The last number is not divisible by 3, so $\cos(2\pi\phi)=-\frac12$ and the error is about $-0.025$.

## Why 30 and 31 points disagree

At 30 K, $\tau=2.59$ meV, while $h$ is 453 meV for $N=30$. Expansion (8) is useless here, and the opposite limit $\tau\ll h$ applies.

If the crossing is on the grid, the level at $E=0$ contributes $h\,g(0)=h/4\tau$. The levels at $\pm jh$ have $\tanh\to1$ and contribute $\sum_{j=1}^J1/j\simeq\ln J+\gamma$, with $J\simeq E_c/h$. Hence
$$\ell\simeq\frac{h}{4\tau}+\ln\frac{E_c}{h}+\gamma=43.85+2.11+0.58=46.54 .$$
The program's direct band sum gives 46.537, and $200\sqrt{1-0.02\times46.537}$ meV is the 52.6 meV of the opening. The term $h/4\tau$ is a grid artefact. It grows as $1/T$ and imitates an approaching lattice instability. These values, like all formulas here, hold for an infinitesimal displacement. A frozen displacement $x$ opens a half gap $\sqrt3\,tx$, which takes over from $\tau$ as the lower cutoff unless $\sqrt3\,tx\ll\tau$. For $x=0.005$ the half gap is 22 meV, and a finite difference of the free energy at 30 K gives about 155 meV on 30 points and 187.0 meV on a converged grid.

For $N=31$ the nearest levels are at a distance $h/3$ on one side of the crossing and $2h/3$ on the other. The sum $\frac12\sum_j[1/(j+\frac13)+1/(j+\frac23)]$ is $\frac32$ times the harmonic sum up to $3J$ with the multiples of 3 removed:
$$\ell\simeq\frac32\left[\ln3J+\gamma-\frac{\ln J+\gamma}{3}\right]=\ln\frac{E_c}{h}+\gamma+\frac32\ln3=4.37 .$$
The band sum gives 4.351. The estimate omits the change of both the factor $\sin^2kb$ and the band slope over a distance of one grid spacing from the crossing. No temperature appears, so the anomaly has stopped deepening: the phonon is at 191.1 meV at both 300 K and 30 K. Stability under a change of smearing is thus no proof of convergence in $k$.

## Choosing the smearing

With Fermi-Dirac occupations the smearing width is the temperature in all formulas above. A larger width makes the grid cheaper but describes a hotter tube. A width of 100 meV in place of 25.85 meV loses $\ln(100/25.85)=1.35$ of $\ell$. The phonon then lies 2.8 meV too high relative to the static 300 K value, and the knee moves out to 0.33 nm$^{-1}$.

For Gaussian smearing, $f=\frac12\mathrm{erfc}(\epsilon/\sigma)$, formula (3) holds with $w=e^{-\epsilon^2/\sigma^2}/\sqrt\pi\sigma$. With $z=\epsilon^2/\sigma^2$, the mean of $\ln|\epsilon|$ is
$$\ln\sigma+\frac{1}{2\sqrt\pi}\int_0^\infty dz\,z^{-1/2}e^{-z}\ln z=\ln\sigma+\tfrac12\psi(\tfrac12)=\ln\sigma-\frac\gamma2-\ln2 .$$
So $\ell(0)=\ln(2e^{\gamma/2}E_c/\sigma)$, and equality with (6) requires
$$\sigma=\pi e^{-\gamma/2}k_BT=2.35\,k_BT ,$$
which is 61 meV at 300 K. Depth and knee then agree, but the shape does not quite. The correction in (4) is half the mean of $\epsilon^2$ over $\delta^2$, and that mean is now $\sigma^2/2=2.77\,\tau^2$ instead of $3.29\,\tau^2$.

The grid error uses $\mathrm{erf}(E/\sigma)/E=\frac{2}{\sqrt\pi}\int_0^{1/\sigma}e^{-E^2c^2}dc$. Transforming the Gaussian and substituting $z=s^2/4c^2$ gives
$$\hat g(s)=\int_0^{1/\sigma}\frac{dc}{c}\,e^{-s^2/4c^2}=\frac12\int_{s^2\sigma^2/4}^\infty\frac{dz}{z}e^{-z}=\frac12E_1\!\left(\frac{s^2\sigma^2}{4}\right),$$
where $E_1$ is the exponential integral. The leading error is therefore at most $E_1(\pi^2\sigma^2/h^2)$. For $\eta=0.05$ this allows $h=5.25\,k_BT$, against $4.50\,k_BT$ for Fermi-Dirac occupations. At 300 K, 101 points suffice instead of 117.

## Where the static result fails

At low enough temperature (1) gives $\omega=0$, at
$$k_BT_P=\frac{2e^\gamma}{\pi}E_c\,e^{-1/\lambda}.$$
This is the mean-field instability temperature of this one mode; below it the undistorted tube is not the reference state. It need not be the first instability: the bond modulation with a period of three rings, which couples the two crossings, has the same logarithm with a slightly larger cutoff, and it goes soft earlier if its bare stiffness per bond is equal or lower. For $\lambda=0.02$ it is about $10^{-17}$ K and plays no part here.

The phonon's own frequency matters far more. At $q=0$ the static factor $1/E$ is the sum of two equal terms $1/2E$, one for each order of absorption and emission. At frequency $\omega$ they become
$$\frac1{2E-\hbar\omega}+\frac1{2E+\hbar\omega}=\frac12\left[\frac1{E-\hbar\omega/2}+\frac1{E+\hbar\omega/2}\right].$$
Since $\tanh$ is odd, the real part of the response is $\frac12P\!\int_{-E_c}^{E_c}dE\,\tanh(E/2\tau)/(E-\hbar\omega/2)$. Shifting $E$ by $\hbar\omega/2$ turns this into (2) with $\delta=\hbar\omega/2$, up to terms of order $(\hbar\omega/E_c)^2$. In the real part, $\hbar\omega$ has taken the place of $\hbar vq$.

For $\hbar\omega\gg k_BT$, expansion (4) then gives
$$\ell\simeq\ln\frac{2E_c}{\hbar\omega}+\frac{2\pi^2}{3}\left(\frac{k_BT}{\hbar\omega}\right)^2 .$$
The depth saturates on cooling, and the first correction makes it slightly smaller as $T$ falls. Solving for the frequency self-consistently, with linear bands and the real part alone, gives 192.25, 192.52 and 192.54 meV at 300, 100 and 30 K. The response also has an imaginary part, $\mathrm{Im}\,\ell=\frac\pi2\tanh(\hbar\omega/4\tau)$, from decay into electron-hole pairs. It gives the line a full width of about 6.5 meV, far more than this shift, and moves the frequency by a few hundredths of a meV. The static phonon moves the other way, from 189.5 to 187.2 and 184.6 meV. The scale (7) and the condition (9) therefore concern a static calculation: the first sets the scale of $q$ on which temperature rounds the dip, the second the k-grid needed for a given error. That calculation describes the phonon at $q=0$ when $\hbar\omega\ll k_BT$, which this example does not satisfy.

The numerical check tests the thermal integral, the cutoff, the grid errors and the dynamic formula against direct sums and quadrature, and the softening against diagonalized supercells.

## Computed results

```
hopping 2.5 eV, period 0.25 nm, bare phonon 200 meV
coupling lambda 0.02, allowed error eta of ell 0.05 (dimensionless)
hbar v = 0.5413 eV nm, cutoff Ec = 3.733 eV, zone 2pi/a = 25.13 1/nm
stiffness K per ring = 275.7 eV
factor 2 e^gamma/pi in the depth = 1.1339
knee: q_T = 1.7639 kT/(hbar v)
ell lower by 1 at q_1 = 5.788 kT/(hbar v)
drop of ell at the knee = 0.1542
Gaussian sigma of equal depth = 2.3540 kT
largest h, Fermi-Dirac = 4.505 kT
largest h, Gaussian = 5.250 kT
phonon error per decade of T = 4.61 meV (weak coupling)
static instability at T_P = 9.47e-18 K
T = 300 K: kT = 25.852 meV, Gaussian sigma = 60.86 meV
  q_T = 0.08425 1/nm = 0.3352 % of zone, q_1 = 0.27644 1/nm
  supercell 2pi/q_T = 74.6 nm = 298 periods
  ell = 5.0982, static phonon = 189.53 meV, softening = 10.47 meV
  phonon with finite-frequency response = 192.25 meV
  needed N = 116.8 -> 117 points, error of ell = +0.0503
  Gaussian: N = 101 points, error of ell = -0.0217
T = 100 K: kT = 8.617 meV, Gaussian sigma = 20.29 meV
  q_T = 0.02808 1/nm = 0.1117 % of zone, q_1 = 0.09215 1/nm
  supercell 2pi/q_T = 223.7 nm = 895 periods
  ell = 6.1968, static phonon = 187.20 meV, softening = 12.80 meV
  phonon with finite-frequency response = 192.52 meV
  needed N = 350.4 -> 351 points, error of ell = +0.0503
  Gaussian: N = 301 points, error of ell = -0.0257
T = 30 K: kT = 2.585 meV, Gaussian sigma = 6.09 meV
  q_T = 0.00842 1/nm = 0.0335 % of zone, q_1 = 0.02764 1/nm
  supercell 2pi/q_T = 745.8 nm = 2983 periods
  ell = 7.4008, static phonon = 184.61 meV, softening = 15.39 meV
  phonon with finite-frequency response = 192.54 meV
  needed N = 1168.2 -> 1169 points, error of ell = -0.0251
  Gaussian: N = 1003 points, error of ell = -0.0252
Dip at 300 K: formula and sum over 117 k-points
  q = 0 q_T = 0.0000 1/nm: 189.53 meV, 189.42 meV
  q = 1 q_T = 0.0842 1/nm: 189.85 meV, 189.85 meV
  q = 2 q_T = 0.1685 1/nm: 190.61 meV, 190.53 meV
  q = 4 q_T = 0.3370 1/nm: 192.11 meV, 192.10 meV
  q = 8 q_T = 0.6740 1/nm: 193.79 meV, 193.78 meV
Coarse grids, Fermi-Dirac smearing
  N = 30: level spacing h = 453.4 meV
    T = 300 K: ell = 7.071, phonon = 185.32 meV
    T = 30 K: ell = 46.537, phonon = 52.64 meV
  N = 31: level spacing h = 438.8 meV
    T = 300 K: ell = 4.340, phonon = 191.12 meV
    T = 30 K: ell = 4.351, phonon = 191.10 meV
Oversized Fermi-Dirac smearing 100 meV: ell = 3.7454
  phonon = 192.36 meV, q_T = 0.3259 1/nm
  missing depth against 300 K = 2.83 meV
```
